# Piezoresistance of n-Type Silicon from Delta-Valley Repopulation

## Definitions and conventions

The axes $x,y,z$ are the cubic axes of the crystal. The stress tensor is $X_{ab}$, positive in tension, and the strain tensor is $\varepsilon_{ab}$, with off-diagonal elements equal to half the engineering shear. In Voigt order the stresses are $X_1=X_{xx}$, $X_2=X_{yy}$, $X_3=X_{zz}$, $X_4=X_{yz}$, $X_5=X_{xz}$, $X_6=X_{xy}$. The resistivity changes $\delta\rho_1,\dots,\delta\rho_6$ are ordered in the same way, without extra factors of two.

The unstressed resistivity is a scalar $\rho_0$. The piezoresistance coefficients are defined to first order by

$$\frac{\delta\rho_a}{\rho_0}=\sum_{b=1}^{6}\pi_{ab}X_b .$$

Cubic symmetry leaves three independent coefficients. For stress along $x$, $\pi_{11}$ gives the change of resistivity along $x$ and $\pi_{12}$ the change along $y$ or $z$. The third, $\pi_{44}$, gives the off-diagonal resistivity produced by the matching shear stress.

The conduction band of silicon has six equivalent minima, the Delta valleys, on the cubic axes. The two valleys on one axis are related by time reversal and stay equal in energy under strain. They are treated as a pair, labelled $i=x,y,z$, with electron density $n_i$. The mobility of a valley is $\mu_l$ along its axis and $\mu_t$ across it.

The model makes four assumptions:

- The field is low and the stress is uniform.
- The total density $n=n_x+n_y+n_z$ is fixed.
- The electrons are nondegenerate and share one Fermi level.
- The valley masses and mobilities do not depend on strain.

Stress then acts only by moving electrons between valleys. The result is

$$\pi_{11}=-\frac23\,\frac{\Xi_u(S_{11}-S_{12})}{kT}\,\frac{\mu_t-\mu_l}{2\mu_t+\mu_l},\qquad \pi_{12}=-\frac{\pi_{11}}2,\qquad \pi_{44}=0,$$

where $\Xi_u$ is a deformation potential and $S_{11},S_{12}$ are elastic compliances.

## How strain moves one valley

Take the valley on the $z$ axis. Its minimum is nondegenerate apart from spin, so its first-order energy shift is one linear function of strain,

$$\Delta E_z=\sum_{ab}A_{ab}\varepsilon_{ab},\qquad A_{ab}=A_{ba}.$$

The point operations that leave this valley in place must leave the function unchanged. The reflection $x\to-x$ reverses $\varepsilon_{xy}$ and $\varepsilon_{xz}$, so $A_{xy}=A_{xz}=0$. The reflection $y\to-y$ reverses $\varepsilon_{yz}$, so $A_{yz}=0$. A quarter turn about $z$ exchanges $\varepsilon_{xx}$ and $\varepsilon_{yy}$, so $A_{xx}=A_{yy}$. Writing $A_{xx}=\Xi_d$ and $A_{zz}=\Xi_d+\Xi_u$, and repeating the argument for the other axes, we have

$$\Delta E_i=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\,\varepsilon_{ii}.$$

There is no sum over $i$. Shear in the cubic axes gives no first-order shift.

The unstrained mobility tensor of the valley obeys the same symmetry. It is therefore diagonal, with entries $\mu_t,\mu_t,\mu_l$ for the $z$ valley.

## Repopulation at fixed density

The three pairs have equal densities of states, so with a common Fermi level

$$n_i=n\,\frac{e^{-\Delta E_i/kT}}{\sum_j e^{-\Delta E_j/kT}}.$$

Expand for $|\Delta E_i|\ll kT$. The numerator is $1-\Delta E_i/kT$ and the denominator is $3\,(1-\overline{\Delta E}/kT)$, where $\overline{\Delta E}$ is the mean of the three shifts. Hence

$$n_i=\frac n3\left(1-\frac{\Delta E_i-\overline{\Delta E}}{kT}\right).$$

The mean shift is $\overline{\Delta E}=(\Xi_d+\Xi_u/3)\,\mathrm{Tr}\,\varepsilon$. Subtracting it removes $\Xi_d$:

$$\frac{\delta n_i}{n}=-\frac{\Xi_u}{3kT}\left(\varepsilon_{ii}-\tfrac13\mathrm{Tr}\,\varepsilon\right).$$

The three changes add to zero, as fixed density requires. A uniform change of volume moves all valleys together and transfers no electrons.

## From populations to resistivity

Along axis $j$, the pair $j$ conducts with mobility $\mu_l$ and the other two pairs with $\mu_t$. Therefore

$$\sigma_{jj}=e\left[n_j\mu_l+(n-n_j)\mu_t\right]=e\left[n\mu_t-n_j(\mu_t-\mu_l)\right].$$

Without stress $n_j=n/3$, and

$$\sigma_0=en\mu_0,\qquad \mu_0=\frac{2\mu_t+\mu_l}{3}.$$

Since only $n_j$ changes, $\delta\sigma_{jj}=-e(\mu_t-\mu_l)\,\delta n_j$. Dividing by $\sigma_0$ and inserting the population change,

$$\frac{\delta\sigma_{jj}}{\sigma_0}
=-\frac{3(\mu_t-\mu_l)}{2\mu_t+\mu_l}\frac{\delta n_j}{n}
=+\frac{\Xi_u}{kT}\,A\left(\varepsilon_{jj}-\tfrac13\mathrm{Tr}\,\varepsilon\right),$$

$$A=\frac{\mu_t-\mu_l}{2\mu_t+\mu_l}.$$

The resistivity tensor is the inverse of $\sigma_0\mathbf 1+\delta\sigma$. To first order this is $\rho_0(\mathbf 1-\delta\sigma/\sigma_0)$, so

$$\frac{\delta\rho_{jj}}{\rho_0}=-\frac{\Xi_u}{kT}\,A\left(\varepsilon_{jj}-\tfrac13\mathrm{Tr}\,\varepsilon\right).$$

In silicon $\Xi_u>0$ and $\mu_t>\mu_l$. Tension along $x$ raises the $x$ pair relative to the others. Electrons leave the valleys that conduct poorly along $x$ and enter those that conduct well, so the resistivity along $x$ falls.

## From strain to stress

Hooke's law for the normal components of a cubic crystal is

$$X_{jj}=(C_{11}-C_{12})\varepsilon_{jj}+C_{12}\,\mathrm{Tr}\,\varepsilon .$$

Summing over $j$ gives $\mathrm{Tr}X=(C_{11}+2C_{12})\mathrm{Tr}\,\varepsilon$. Subtract one third of this from the first equation. The coefficient of $\mathrm{Tr}\,\varepsilon$ becomes $C_{12}-(C_{11}+2C_{12})/3=-(C_{11}-C_{12})/3$, so

$$\varepsilon_{jj}-\tfrac13\mathrm{Tr}\,\varepsilon=(S_{11}-S_{12})\left(X_{jj}-\tfrac13\mathrm{Tr}X\right),\qquad S_{11}-S_{12}=\frac1{C_{11}-C_{12}}.$$

For uniaxial stress $X$ along $x$, the last bracket is $2X/3$ for $j=x$ and $-X/3$ for $j=y,z$. Inserting these two values gives the stated $\pi_{11}$ and $\pi_{12}$.

The relation $\pi_{11}+2\pi_{12}=0$ says that hydrostatic stress has no effect in this model. The factor of minus two follows from the traceless response and does not depend on the values of $\Xi_u$, $\mu_l$ or $\mu_t$.

A shear stress $X_{xy}$ produces only $\varepsilon_{xy}$. It changes no population to first order, and each valley tensor stays diagonal. Thus $\delta\rho_{xy}=0$ and $\pi_{44}=0$.

## Other directions and limiting cases

The three coefficients combine into

$$\frac{\delta\rho_{ab}}{\rho_0}=\frac32\,\pi_{11}\,\delta_{ab}\left(X_{aa}-\tfrac13\mathrm{Tr}X\right).$$

For stress $X$ along a unit vector $\mathbf n$, $X_{aa}=Xn_a^2$. The resistivity along the same direction is $\sum_a n_a^2\rho_{aa}$, so the longitudinal coefficient is

$$\pi_L=\frac{\pi_{11}}2\left(3\sum_a n_a^4-1\right).$$

Along $[100]$ the sum is 1 and $\pi_L=\pi_{11}$. Along $[110]$ it is $1/2$ and $\pi_L=\pi_{11}/4$. Along $[111]$ it is $1/3$ and $\pi_L=0$, because that stress treats all three pairs alike.

The mobility factor $A$ vanishes when $\mu_t=\mu_l$: moving electrons between isotropic valleys changes nothing. For $\mu_t\gg\mu_l$ it approaches $1/2$. Within the model, and for $\mu_t>\mu_l$, the magnitude of $\pi_{11}$ is therefore below $\Xi_u(S_{11}-S_{12})/(3kT)$.

## A stress gauge in numbers

Consider lightly doped silicon with antimony donors at 300 K, where $kT=25.85$ meV. The following are rough typical values for silicon: $\mu_l=400$ and $\mu_t=1900$ cm²/Vs, $\Xi_u=9$ eV, $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa. The electron density is $10^{15}$ cm⁻³.

The compliance difference is $1/(102\ \text{GPa})=0.980\times10^{-11}$ Pa⁻¹. The mobility factor is $A=1500/4200=0.357$, and the mean mobility is $4200/3=1400$ cm²/Vs. Then

$$\pi_{11}=-\frac23\,\frac{9}{0.02585}\,(0.980\times10^{-11})(0.357)\ \text{Pa}^{-1}
=-81\times10^{-11}\ \text{Pa}^{-1},$$

and $\pi_{12}=+41\times10^{-11}$ Pa⁻¹. The longitudinal coefficient along $[110]$ is $-20\times10^{-11}$ Pa⁻¹.

Now apply 100 MPa of tension along $[100]$. The $x$ pair rises above the other two by

$$\Xi_u(S_{11}-S_{12})X=8.82\ \text{meV},\qquad s=\frac{8.82}{25.85}=0.341 .$$

This is not very small compared with 1, so we also keep the full Boltzmann factors. The fraction of electrons in the $x$ pair is

$$f=\frac{e^{-s}}{e^{-s}+2}=\frac1{1+2e^{s}}=0.262,$$

and each of the other pairs holds $0.369$. The resistivity along the stress follows from $\sigma_{xx}$:

$$\frac{\rho_{xx}}{\rho_0}=\frac{\mu_0}{\mu_t-f(\mu_t-\mu_l)}=\frac{1400}{1900-0.262\times1500}=0.929 .$$

The unstressed value $1/(en\mu_0)=4.46$ ohm cm drops to 4.14 ohm cm along the stress. Across it, the same formula with the unrounded share of the $y$ pair (0.3689) in place of $f$ gives 4.63 ohm cm.

The full change along the stress is $-7.1\%$, against $-8.1\%$ from the linear law. For compression of the same size it is $+9.3\%$. The asymmetry comes from the second order. Expanding $f$ gives $f-\tfrac13=-\tfrac{2s}9+\tfrac{s^2}{27}+\dots$, and since $(\mu_t-\mu_l)/\mu_0=3A$,

$$\frac{\rho_{xx}}{\rho_0}=\frac1{1-3A(f-\frac13)}
=1-\frac{2A}{3}s+\frac{A(1+4A)}9s^2+\dots$$

The quadratic term is $+1.1\%$ for either sign of stress. It weakens the fall in tension and strengthens the rise in compression. Across the stress, the full change in tension is $+4.0\%$ and the linear law gives $+4.1\%$.

At very large splitting the model saturates. In tension $f\to0$ and $\rho_{xx}/\rho_0\to1400/1900=0.74$. In compression $f\to1$ and the ratio tends to $1400/400=3.5$. These are limits of the population formula; the assumption of fixed masses and mobilities need not hold that far.

## When the valley mobility also changes

Electrons scatter between valleys on different axes. If a valley rises, its electrons find more final states in the others and scatter faster. The mobility is then not fixed.

Let $s_i$ be the shift of pair $i$ from the mean, divided by $kT$, so that $\sum_i s_i=0$. Scattering depends on energy differences, and the two other pairs $j,k$ enter equally. To first order, for some constant $a$,

$$\frac{\delta\mu_i}{\mu_i}=-a\left[(s_i-s_j)+(s_i-s_k)\right]=-3a\,s_i\equiv-c\,s_i .$$

Here we assume that $\mu_l$ and $\mu_t$ of one valley scale together. The contribution of pair $i$ to the conductivity is multiplied by $(1-s_i)(1-cs_i)\approx1-(1+c)s_i$. Repopulation alone gave $1-s_i$. Both coefficients thus grow by the factor $1+c$, while their ratio and $\pi_{44}=0$ remain.

For the size of $c$, measure energy $E$ in units of $kT$ and take the scattering rate in valley $i$ as

$$\frac1{\tau_i}\propto\sqrt E+\sum_{j\ne i}\left[N\sqrt{E+w+s_i-s_j}+(N+1)\sqrt{E-w+s_i-s_j}\right].$$

The first term is acoustic scattering. The others are absorption and emission of a phonon of energy $wkT=50$ meV with thermal occupation $N$; emission is dropped where the root would be imaginary. The equal weight of the terms is a choice. The mobility is proportional to the average of $\tau_i$ with weight $E^{3/2}e^{-E}$.

Numerical quadrature, with a finite difference in the shifts, gives $c=0.37$. With the unstressed mobilities held at 400 and 1900 cm²/Vs, $\pi_{11}$ becomes $-111\times10^{-11}$ Pa⁻¹ and $\pi_{12}$ becomes $+56\times10^{-11}$ Pa⁻¹. In this model the intervalley terms remove 48% of the mobility that acoustic scattering alone would give, so $c$ is an estimate for strong intervalley scattering. It depends on the chosen weight and phonon energy: halving the intervalley weight gives $c=0.25$ and $\pi_{11}\approx-102\times10^{-11}$ Pa⁻¹, doubling it gives $c=0.49$ and $-121\times10^{-11}$ Pa⁻¹, and a 19 meV phonon at equal weight gives $c=0.75$.

## Why the real shear coefficient is not zero

Shear $\varepsilon_{xy}$ mixes the lowest conduction band at the $z$ valley with the next band, a gap $\Delta$ above it. In a two-band model the coupling is

$$W=D\varepsilon_{xy}-\frac{\hbar^2k_xk_y}{M}.$$

Second-order perturbation theory lowers the valley by $W^2/\Delta$. The cross term in $-W^2/\Delta$ is $+2D\varepsilon_{xy}\hbar^2k_xk_y/(M\Delta)$, which is an off-diagonal inverse mass linear in shear:

$$\frac1{m_{xy}}=\frac1{\hbar^2}\frac{\partial^2E}{\partial k_x\partial k_y}=\frac{2D\varepsilon_{xy}}{M\Delta}.$$

At constant scattering time the valley acquires a mobility $\mu_{xy}=\mu_t m_t/m_{xy}$, where $m_t$ is the transverse mass. One third of the electrons are in the $z$ pair, and $\varepsilon_{xy}=X_{xy}/(2C_{44})$. Hence

$$|\pi_{44}|\approx\frac{\mu_t}{3\mu_0}\,\frac{m_t}{M}\,\frac{|D|}{\Delta\,C_{44}} .$$

Take the rough values $D=14$ eV, $\Delta=0.53$ eV and $m_t=0.19\,m_e$, with the estimate $1/M=1/m_t-1/m_e$, so that $m_t/M=0.81$. The result is $12\times10^{-11}$ Pa⁻¹, about 15% of $|\pi_{11}|$. This is a band-edge value. The gap between the two bands shrinks toward the X point, and averaging over thermal electrons in a two-band model with that $k_z$ dependence raises the estimate to roughly $18\times10^{-11}$ Pa⁻¹ at 300 K, so only the rough size is meaningful. The sign depends on the relative sign of $D$ and $M$, which this estimate does not determine.

The energy shift itself is of second order, $-D^2\varepsilon_{xy}^2/\Delta$. For 100 MPa of shear stress it is $-0.14$ meV, far below $kT$. In this model the change of mass, not repopulation, produces the linear effect.

## Doping, temperature and geometry

**Degeneracy.** Write $n_i=(N_c/3)F(\eta-\Delta E_i/kT)$, where $\eta$ is the Fermi level above the unstrained band edge divided by $kT$, and $F$ is the Fermi–Dirac density integral, equal to $e^\eta$ in the dilute limit. The population response is multiplied by $F'/F$. The next term of the expansion is $F\approx e^\eta-2^{-3/2}e^{2\eta}$, so $F'/F\approx1-2^{-3/2}n/N_c$.

With longitudinal mass $m_l=0.92\,m_e$, the density of states is $N_c=12\,[(m_lm_t^2)^{1/3}kT/2\pi\hbar^2]^{3/2}=2.7\times10^{19}$ cm⁻³. The loss is 0.0013% at the example's density. At $10^{19}$ cm⁻³ numerical integration of $F$ gives a loss of 11%, with valley mobilities still held fixed. That amounts to a constant scattering time. With $\tau\propto E^{-1/2}$ the mobility follows the Fermi level of each valley and the loss is 15%; with $\tau\propto E^{3/2}$ it is 4%.

**Donors and holes.** For an antimony binding energy of about 43 meV, placing all twelve states of the 1s donor shell at the ground level bounds the ratio of donors with an electron in that shell to ionized donors by $12(n/N_c)e^{43/25.85}=0.23\%$. The shallower excited shells are not included in this figure. Holes are negligible: with a gap of 1.12 eV and equal band densities of states, the hole-to-electron ratio is about $10^{-10}$.

**Temperature.** At fixed mobility ratio and elastic constants, $\pi_{11}\propto1/T$. At 400 K it is $-61\times10^{-11}$ Pa⁻¹. The intervalley factor departs from this law: in the scattering model above $c$ rises from 0.37 to 0.52 at 400 K, and $\pi_{11}$ goes from $-111$ to $-93$ in the same units.

**Volume.** If the number of electrons is fixed instead of their density, tension dilutes them by $\mathrm{Tr}\,\varepsilon=X/(C_{11}+2C_{12})$. This adds $0.34\times10^{-11}$ Pa⁻¹ to both $\pi_{11}$ and $\pi_{12}$, and slightly breaks their ratio. The pressure dependence of the masses, left out here, can break it too.

**Gauge factor.** For stress and current along $[100]$, the relative resistance change per unit longitudinal strain has a resistivity part $\pi_{11}/S_{11}=-106$. The change of length and cross-section adds $1-2S_{12}/S_{11}=1.56$; with the number of electrons fixed, the volume term above raises this to 2.0.

## Comparison with real silicon

The chosen mobilities, elastic constants and deformation potential are typical of lightly doped n-type silicon at room temperature. Its measured coefficients are roughly $-100$, $+50$ and $-14$, in units of $10^{-11}$ Pa⁻¹, for $\pi_{11}$, $\pi_{12}$ and $\pi_{44}$. Repopulation at fixed mobility gives the signs of $\pi_{11}$ and $\pi_{12}$, their near ratio of minus two and most of their size; it gives no $\pi_{44}$. The size depends on the assumption of fixed mobility: the intervalley estimate moves $\pi_{11}$ from $-81$ to $-111$, which brackets the rough measured value. It also depends on the deformation potential: at fixed mobility, $\Xi_u=10.5$ eV instead of 9 eV would give $-95$. The comparison therefore does not fix the strength of intervalley scattering.

For a gauge along $[110]$ the neglected shear term matters more. Such a stress has $X_{xx}=X_{yy}=X_{xy}=X/2$, so its longitudinal coefficient is $(\pi_{11}+\pi_{12}+\pi_{44})/2$. Giving the estimated $\pi_{44}$ the measured negative sign changes it from $-20$ to about $-26$ in the same units. A lightly doped n-type bulk gauge that needs a large longitudinal response is therefore better placed along $[100]$. The rule does not apply to p-type silicon, whose valence bands respond differently. This rule does not carry over directly to a transistor's inversion layer, where confinement can split the valleys before any stress is applied.

Numerical values quoted here were computed with a short program.
